# Second-order correlation energy of the two-dimensional electron gas

## Problem

A paramagnetic electron gas fills a large area in two dimensions. The interaction is $v(q)=2\pi/q$, a neutralizing background removes $q=0$, and the orbitals are plane waves with energies $k^2/2$. A constant Kohn–Sham potential would not change the energy differences. Hartree atomic units are used, with density $n=1/(\pi r_s^2)=k_F^2/(2\pi)$.

The second-order term, of the form used in double hybrids but evaluated here with the free-particle energies, is, summed over spin orbitals,

$$E_2=-\frac12\sum_{ijab}\frac{|\langle ij|ab\rangle|^2-\langle ij|ab\rangle\langle ab|ji\rangle}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j},$$

with $i,j$ occupied and $a,b$ empty. Single excitations vanish by momentum conservation. Is $E_2$ per electron finite in the infinite-area limit? If so, what are its direct and exchange parts?

## A tempting solution

Let the pair exchange momentum $q$. At small $q$ the squared interaction is of order $q^{-2}$, the energy denominator is of order $q$, and the area element is of order $q\,dq$. The direct energy then behaves as

$$\int_0 q\,dq\;q^{-2}\,q^{-1}=\int_0\frac{dq}{q^2},$$

which diverges. Second-order theory would therefore be meaningless for this gas.

## The fault

The estimate gives both electrons the whole Fermi disc. An electron can be excited by a small $q$ only from a crescent at the edge, where $|\mathbf k|<k_F<|\mathbf k+\mathbf q|$. At edge angle $\phi$ from $\mathbf q$ the crescent has width $q\cos\phi$, so its area is about $k_Fq\int_{-\pi/2}^{\pi/2}\cos\phi\,d\phi=2k_Fq$. Two electrons supply a factor $q^2$, and the integrand tends to a constant. The denominator, proportional to $\cos\phi_1+\cos\phi_2$, does no harm, because $\cos\phi_1\cos\phi_2/(\cos\phi_1+\cos\phi_2)$ is bounded.

In three dimensions the same count, with $v^2\propto q^{-4}$, gives $q^2dq\,q^{-4}q^2q^{-1}=dq/q$. That direct term does diverge, logarithmically.

## Right solution

### Reduction to momentum integrals

Take $i,j,a,b$ with momenta $\mathbf k_1,\mathbf k_2,\mathbf k_1+\mathbf q,\mathbf k_2-\mathbf q$. The denominator is $q^2+\mathbf q\cdot(\mathbf k_1-\mathbf k_2)$. Reversing $\mathbf k_2$ turns it into $\mathbf q\cdot\mathbf p$, where $\mathbf p=\mathbf k_1+\mathbf k_2+\mathbf q$. The exchange element transfers $\mathbf k_1+\mathbf q-\mathbf k_2$, which becomes $\mathbf p$ as well. Both $\mathbf k_i$ lie inside the disc and both $\mathbf k_i+\mathbf q$ outside.

Spin sums give 4 for the direct part and 2 for exchange. In units of $k_F$ the momentum measure gives $k_F^6$, the two interactions $k_F^{-2}$ and the denominator $k_F^{-2}$. The resulting $k_F^2$ cancels against $n$, so the energy per electron does not depend on density. The direct prefactor is $-\frac12\cdot4\cdot2\pi(2\pi)^2/(2\pi)^6=-1/(4\pi^3)$; the exchange one has half the size and the opposite sign. With $k_F=1$ from here on,

$$\epsilon_d=-\frac1{4\pi^3}\int\frac{d^2q\,d^2k_1d^2k_2}{q^2\,\mathbf q\cdot\mathbf p},\qquad
\epsilon_x=\frac1{8\pi^3}\int\frac{d^2q\,d^2k_1d^2k_2}{qp\,\mathbf q\cdot\mathbf p}.$$

### Direct part

Put $a_i=\mathbf q\cdot\mathbf k_i+q^2/2>0$, so that $\mathbf q\cdot\mathbf p=a_1+a_2$. Partial fractions give

$$\frac1{a_1+a_2}=\frac2\pi\int_0^\infty\frac{a_1a_2\,d\omega}{(a_1^2+\omega^2)(a_2^2+\omega^2)}.$$

The two electrons now separate into equal factors $G=\int d^2k\,a/(a^2+\omega^2)$ over the crescent. The integral may be extended to the whole disc: on the added region $\mathbf k$ and $\mathbf k+\mathbf q$ are both inside, and the map $\mathbf k\to-\mathbf k-\mathbf q$ preserves that region while reversing $a$.

Let $s=q/2$, $\omega=qu$, $z=s+iu$, with $x$ the component of $\mathbf k$ along $\mathbf q$. Then $a/(a^2+\omega^2)=q^{-1}\,\mathrm{Re}\,(x+z)^{-1}$. With $x=\cos\phi$,

$$\int_{-1}^1\frac{2\sqrt{1-x^2}}{x+z}dx=2\int_0^\pi\left[z-\cos\phi-\frac{z^2-1}{z+\cos\phi}\right]d\phi=2\pi\left(z-\sqrt{z^2-1}\right),$$

because $\int_0^\pi d\phi/(z+\cos\phi)=\pi/\sqrt{z^2-1}$, on the branch where the root behaves as $z$ at large $z$. Thus $G=2\pi R/q$ with $R=\mathrm{Re}(z-\sqrt{z^2-1})$, and

$$\epsilon_d=-\frac1{4\pi^3}\int_0^\infty\frac{2\pi q\,dq}{q^2}\,\frac2\pi\int_0^\infty q\,du\,\frac{4\pi^2R^2}{q^2}=-\frac2\pi\int_0^\infty ds\int_0^\infty du\,\frac{R^2}{s^2}.$$

Set $z=\cosh(\xi+i\eta)$, with $\xi>0$ and $0<\eta<\pi/2$. Then $s=\cosh\xi\cos\eta$ and $R=e^{-\xi}\cos\eta$, and the Jacobian is $|\sinh(\xi+i\eta)|^2=\sinh^2\xi+\sin^2\eta$. Its $\eta$ integral is $\frac\pi2(\cosh^2\xi-\frac12)$. Hence

$$\epsilon_d=-\int_0^\infty e^{-2\xi}\left(1-\frac1{2\cosh^2\xi}\right)d\xi.$$

The first term integrates to $\frac12$. With $y=e^{-2\xi}$, $\int_0^\infty e^{-2\xi}\cosh^{-2}\xi\,d\xi=2\int_0^1y(1+y)^{-2}dy=2\ln2-1$. Therefore

$$\boxed{\epsilon_d=-\tfrac12+\tfrac12(2\ln2-1)=\ln2-1=-0.3069\ \text{hartree}.}$$

### Exchange part: geometry

The points $A=\mathbf k_1$, $B=\mathbf k_1+\mathbf q$, $C=-\mathbf k_2$, $D=-\mathbf k_2-\mathbf q$ form a parallelogram, since $B-A=\mathbf q$ and $D-A=-\mathbf p$. $A$ and $C$ are inside the disc, $B$ and $D$ outside. Let $\theta$ be the angle between $\mathbf q$ and $\mathbf p$; it is acute because $\mathbf q\cdot\mathbf p>0$. Changing variables from $\mathbf k_2$ to $\mathbf p$ and using polar coordinates for $\mathbf q$ and $\mathbf p$ leaves the kernel $1/(qp\cos\theta)$. The common rotation gives $2\pi$ and the two signs of the relative angle give 2:

$$\epsilon_x=\frac1{2\pi^2}\int_0^{\pi/2}\frac{W(\theta)}{\cos\theta}d\theta,\quad
W=\int_0^\infty\!\!\int_0^\infty\frac{dq\,dp}{qp}\int d^2A\;n_An_C(1-n_B)(1-n_D),$$

where $n$ is 1 inside the disc and 0 outside.

Replace $q,p$ by signed lengths $\sigma,\tau$, so that $B=A+\sigma\hat{\mathbf q}$, $D=A-\tau\hat{\mathbf p}$ and $C=B+D-A$. Then

$$|A|^2+|C|^2-|B|^2-|D|^2=-2\sigma\tau\cos\theta.$$

The occupations make the left side negative, so $\sigma\tau>0$. The case of two negative lengths repeats the original with $A$ and $C$ interchanged. Hence $W$ is half the integral over all signed lengths with kernel $1/(\sigma\tau)$. Cut out $|\sigma|,|\tau|<\delta$, expand the exclusion factors, and let $\delta\to0$:

- $n_An_Bn_Cn_D$ gives zero: interchanging $A\leftrightarrow B$ and $C\leftrightarrow D$ reverses $\sigma$ alone.
- $n_An_C$ gives a pair term $T$.
- $-n_An_Bn_C$ and $-n_An_Cn_D$ each give $-K$, where $K=\int_{\rm disc}h_{\hat{\mathbf q}}h_{\hat{\mathbf p}}\,d^2r$ and $h_{\mathbf e}(\mathbf r)$ is the principal value of $\int n(\mathbf r+\lambda\mathbf e)\,d\lambda/\lambda$. For the first, measured from $B$, $A=B-\sigma\hat{\mathbf q}$ and $C=B-\tau\hat{\mathbf p}$, so the two sign changes cancel; the second is the same seen from $D$.

Thus $W=\frac12T-K$.

### Pair term

Let $O(d)$ be the overlap area of two unit discs at distance $d$, so $O(0)=\pi$, and let $c=\cos\theta$. The distance $AC$ squared is $\sigma^2+\tau^2-2\sigma\tau c$. Collect the four sign quadrants and set $|\sigma|=\ell\cos\psi$, $|\tau|=\ell\sin\psi$, $\alpha_\pm=\sqrt{1\pm c\sin2\psi}$:

$$T=2\int_0^{\pi/2}\frac{d\psi}{\sin\psi\cos\psi}\int_0^\infty\frac{d\ell}\ell\,[O(\alpha_-\ell)-O(\alpha_+\ell)].$$

The inner integral is of Frullani type and equals $\pi\ln(\alpha_+/\alpha_-)$. With $x=2\psi$,

$$T=\pi\int_0^\pi\frac{dx}{\sin x}\ln\frac{1+c\sin x}{1-c\sin x},\qquad
\frac{dT}{dc}=\int_0^\pi\frac{2\pi\,dx}{1-c^2\sin^2x}=\frac{2\pi^2}{\sqrt{1-c^2}}.$$

As $T=0$ at $c=0$, $T=2\pi^2\arcsin c=\pi^2(\pi-2\theta)$.

### Triple term

At radius $r$ and angle $\phi$ from $\mathbf e$, the distances to the edge along $\pm\mathbf e$ are $L\mp b$, with $b=r\cos\phi$ and $L^2=1-r^2\sin^2\phi$. So $h=\ln[(L-b)/(L+b)]=-2\,\mathrm{artanh}(b/L)$. Since $L^2-b^2=1-r^2$, this is $-2\,\mathrm{arsinh}(\rho\cos\phi)$ with $\rho=r/\sqrt{1-r^2}$. Also $r\,dr=\rho\,d\rho/(1+\rho^2)^2$. With $f=\mathrm{arsinh}$, $x_1=\boldsymbol\rho\cdot\hat{\mathbf q}$ and $x_2=\boldsymbol\rho\cdot\hat{\mathbf p}$,

$$K=4\int\frac{d^2\rho}{(1+\rho^2)^2}f(x_1)f(x_2).$$

Hold $\hat{\mathbf q}$ fixed and let $\mathbf m=d\hat{\mathbf p}/d\theta$, so $\mathbf m\cdot\hat{\mathbf p}=0$ and $\mathbf m\cdot\hat{\mathbf q}=-\sin\theta$. Use $\boldsymbol\rho/(1+\rho^2)^2=-\nabla[1/(2+2\rho^2)]$ and integrate by parts; the boundary term vanishes at large $\rho$:

$$K'=-2\sin\theta\int\frac{d^2\rho}{(1+\rho^2)\sqrt{1+x_1^2}\sqrt{1+x_2^2}}.$$

Now $d^2\rho=dx_1dx_2/\sin\theta$ and $\rho^2\sin^2\theta=x_1^2+x_2^2-2cx_1x_2$. Put $x_i=\sinh u_i$, which absorbs the roots. The denominator becomes

$$\begin{aligned}
&\sin^2\theta+\sinh^2u_1+\sinh^2u_2-2c\sinh u_1\sinh u_2\\
&=\cosh^2u_1\cosh^2u_2-(\sinh u_1\sinh u_2+c)^2\\
&=[\cosh(u_1-u_2)-c]\,[\cosh(u_1+u_2)+c].
\end{aligned}$$

With $w=u_1+u_2$ and $v=u_1-u_2$, $du_1du_2=\frac12dv\,dw$. The substitution $y=e^w$ gives $\int_{-\infty}^\infty dw/(\cosh w+\cos\theta)=2\theta/\sin\theta$; replacing $\theta$ by $\pi-\theta$ gives the $v$ integral. Therefore

$$K'=-\sin^2\theta\,\frac{2\theta}{\sin\theta}\,\frac{2(\pi-\theta)}{\sin\theta}=-4\theta(\pi-\theta).$$

Reflection symmetry makes $K(\pi/2)=0$, so $K=\pi^3/3-2\pi\theta^2+4\theta^3/3$ and

$$W=\frac{\pi^3}6-\pi^2\theta+2\pi\theta^2-\frac{4\theta^3}3=\frac{(\pi-2\theta)^3}6.$$

At $60^\circ$ the numerical integrals give $10.3354/2-4.9763=0.1914$, as this formula does.

### Last integral

Put $\chi=\pi/2-\theta$. Then $W=4\chi^3/3$ and $\epsilon_x=2I/(3\pi^2)$, with $I=\int_0^{\pi/2}\chi^3/\sin\chi\,d\chi$. Integrate by parts and use $\ln\tan(\chi/2)=-2\sum_{m\,\rm odd}\cos(m\chi)/m$:

$$I=6\sum_{m\,\rm odd}\frac1m\int_0^{\pi/2}\chi^2\cos m\chi\,d\chi
=6\sum_{m\,\rm odd}\frac{(-1)^{(m-1)/2}}m\left[\frac{\pi^2}{4m}-\frac2{m^3}\right].$$

With $\beta(k)=\sum_{m\,\rm odd}(-1)^{(m-1)/2}m^{-k}$, this is $I=\frac{3\pi^2}2\beta(2)-12\beta(4)$. Hence

$$\boxed{\epsilon_x=\beta(2)-\frac8{\pi^2}\beta(4)=0.91597-0.80161=0.1144\ \text{hartree}.}$$

The original exchange integrand is positive, so its finite value also proves convergence. The sum is

$$\epsilon_2=-0.306853+0.114357=-0.1925\ \text{hartree}=-5.238\ \text{eV per electron}.$$

## Reading the result

Sampling the momentum integrals at $r_s=0.5$ and $2$ bohr gives direct parts $-0.30683$ and $-0.30691$ hartree, and exchange parts $0.11435$ and $0.11436$ hartree, with standard errors of at most $0.00004$ hartree. Transfers below $k_F$ supply $0.1329/0.3069=43\%$ of the direct energy: long wavelengths matter, but do not diverge.

Opposite spins contribute half the direct part, $-0.1534$ hartree. Same spins contribute $-0.1534+0.1144=-0.0391$ hartree, after rounding. In a fully polarized gas the spin sums are both 1 and $n=k_F^2/(4\pi)$, which halves $\epsilon_d$ and leaves $\epsilon_x$ unchanged. Its energy per electron is therefore also $-0.0391$ hartree.

The random-phase approximation keeps $\epsilon_d$ alone at this order. It is too negative by $0.1144$ hartree, or 59% of $|\epsilon_2|$.

## Where finiteness ends

As $s\to0$, $R/s\to1-u/\sqrt{1+u^2}$. With $u=\sinh t$ and then $y=e^{-t}$, the direct energy per unit $q/k_F$ tends to

$$-\frac1\pi\int_0^\infty\frac{e^{-2t}}{\cosh t}dt=-\frac2\pi\int_0^1\frac{y^2dy}{1+y^2}=-\left(\frac2\pi-\frac12\right)=-0.1366\ \text{hartree}.$$

The third-order ring term contains $v^3G^3$. Here $G=\pi R/s$ stays finite, and $q\,dq\,d\omega\,v^3\propto du\,dq/q$. Its $u$ integral is proportional to

$$\int_0^\infty\frac{e^{-3t}}{\cosh^2t}dt=4\int_0^1\frac{y^4dy}{(1+y^2)^2}=5-\frac{3\pi}2=0.2876.$$

This is not zero, so the term diverges logarithmically and rings must be summed before going beyond second order. The value $-0.1925$ hartree is thus the density-independent term at high density, not the whole correlation energy at a given $r_s$. It also rests on free-particle denominators; Hartree–Fock orbital energies would define a different second-order energy. The same holds for a double hybrid whose orbitals come from a potential with a fraction of nonlocal exact exchange. That exchange term scales as $k_F$, against $k_F^2$ for the kinetic energy, so the second-order energy then depends on density. With 53% exact exchange it is about $-0.155$ hartree at $r_s=1$ bohr and $-0.13$ hartree at $r_s=2$ bohr.

## Table of computed values

```
Closed forms, energy per electron
beta(2) = 0.91596559 (dimensionless)
beta(4) = 0.98894455 (dimensionless)
integral of x^3/sin x, 0 to pi/2 = 1.69299247
direct   = -0.306853 hartree
exchange = 0.114357 hartree
total    = -0.192495 hartree = -5.2381 eV
opposite-spin part = -0.153426 hartree
same-spin part     = -0.039069 hartree
spin sums: direct 4, exchange 2
Sampling of the original momentum integrals
r_s = 0.5 bohr, kF = 2.8284 1/bohr
  direct   = -0.30683 +- 0.00002 hartree
  exchange = 0.11435 +- 0.00001 hartree
  exchange, unweighted = 0.11431 +- 0.00013 hartree
r_s = 2.0 bohr, kF = 0.7071 1/bohr
  direct   = -0.30691 +- 0.00004 hartree
  exchange = 0.11436 +- 0.00001 hartree
  exchange, unweighted = 0.11472 +- 0.00024 hartree
Direct energy by momentum transfer
  0 < q < kF: -0.132877 hartree
  kF < q < 2kF: -0.106233 hartree
  q > 2kF: -0.067743 hartree
q->0 direct energy per unit q/kF: -0.1366 hartree
q->0 third-order ring u-integral: 0.2876
blocked response, q=0.8 kF, u=0.6: 1.453082
closed response, same point:      1.453082
Exchange energy by angle between q and p (samples: r_s = 0.5)
  0 to 20 degrees: formula 0.06630, sampled 0.06632 +- 0.00003 hartree
  20 to 40 degrees: formula 0.03188, sampled 0.03184 +- 0.00004 hartree
  40 to 90 degrees: formula 0.01618, sampled 0.01619 +- 0.00003 hartree
Angular function (dimensionless, kF = 1)
  theta = 30 degrees: T = 20.6709, K = 8.8043, W = 1.5312
  theta = 60 degrees: T = 10.3354, K = 4.9763, W = 0.1914
```
